\section*{Why an n-Channel Access Transistor Needs a Boosted Word Line}

\section*{Question}

A ferroelectric memory cell consists of a capacitor and one n-channel access transistor. To write the high level, the bit line is held at the supply voltage $V_{DD}$ and the capacitor's plate at zero. The transistor joins the bit line to the other electrode, the storage node. Why is a word line at $V_{DD}$ not enough to bring the node to $V_{DD}$, and how much more is needed?

\section*{The source moves during the write}

All voltages are measured from the transistor's p-type body, which is held at zero. The node voltage is $V$, and since the plate is at zero, $V$ is also the voltage across the capacitor. The node starts at $V=0$ with the polarization left by the opposite state.

Electrons enter an n-channel transistor from the terminal at the lower potential; that terminal is the source. While $V<V_{DD}$, the source is the storage node and the drain is the bit line. Electrons leave the node, so its voltage rises.

This rise works against the transistor in two ways. The word-line voltage $V_{WL}$ is fixed, so the gate-to-source voltage $V_{WL}-V$ falls. The reverse bias between source and body also grows, which widens the depletion layer under the gate. More of the gate charge is then balanced by fixed acceptors and less by mobile electrons. The threshold therefore rises while the gate drive falls.

\section*{The gate voltage at which a channel forms}

Take a long, uniform channel with acceptor density $N_A$. Let $\psi$ be the potential at the silicon surface relative to the deep body, and let $u$ be the local channel voltage, meaning the electron quasi-Fermi potential. It equals $V$ at the source and $V_{DD}$ at the drain. With $\phi_t=kT/q$ and intrinsic density $n_i$, the electron density where the potential is $\psi$ is
\begin{equation}
n_e=\frac{n_i^2}{N_A}\,e^{(\psi-u)/\phi_t}=N_A\,e^{(\psi-2\phi_F-u)/\phi_t},
\qquad 2\phi_F=2\phi_t\ln\frac{N_A}{n_i}.
\end{equation}
Onset is defined by $n_e=N_A$ at the surface, hence by $\psi=2\phi_F+u$. A channel at a higher voltage needs a higher surface potential.

The required gate voltage follows from Poisson's equation. With $z$ the depth and holes included,
\begin{equation}
\frac{d^2\psi}{dz^2}=\frac{q}{\epsilon_s}\left[N_A\left(1-e^{-\psi/\phi_t}\right)+n_e\right].
\end{equation}
Multiply by $2\,d\psi/dz$ and integrate from the neutral body, where field and potential vanish, to the surface. The surface field $F$ obeys
\begin{equation}
F^2=\frac{2qN_A}{\epsilon_s}\left[\psi-\phi_t+\phi_t e^{(\psi-2\phi_F-u)/\phi_t}\right].
\label{field}
\end{equation}
Terms of relative size $e^{-\psi/\phi_t}$ and the minute electron density of the neutral body have been dropped. At onset the last two terms cancel, leaving $F^2=2qN_A\psi/\epsilon_s$.

Let $C_{ox}$ be the oxide capacitance per area and $V_{FB}$ the flat-band voltage. By Gauss's law the oxide carries the voltage $\epsilon_sF/C_{ox}$, so the gate voltage at onset is
\begin{equation}
V_{on}(u)=V_{FB}+2\phi_F+u+\gamma\sqrt{2\phi_F+u},
\qquad \gamma=\frac{\sqrt{2q\epsilon_sN_A}}{C_{ox}}.
\label{onset}
\end{equation}
The threshold is this voltage counted from the source, $V_T(u)=V_{on}(u)-u$. Its zero-bias value is $V_{T0}=V_{FB}+2\phi_F+\gamma\sqrt{2\phi_F}$, and subtraction gives
\begin{equation}
V_T(u)=V_{T0}+\gamma\left(\sqrt{2\phi_F+u}-\sqrt{2\phi_F}\right).
\label{body}
\end{equation}
The second term is the body effect.

\section*{Where the current stops}

Drift and diffusion together drive an electron current proportional to the gradient of $u$. Let $C_{ox}q_i$ be the magnitude of the mobile charge per area, so that $q_i$ is a voltage. At distance $y$ from the source, the current into the node is $I=\mu W C_{ox}q_i\,du/dy$, with mobility $\mu$ and width $W$. If charging of the channel itself is neglected, $I$ is the same at every $y$. Integrating over the length $L$ gives
\begin{equation}
I=\beta\int_V^{V_{DD}}q_i(u)\,du,\qquad \beta=\mu C_{ox}\frac{W}{L}.
\label{current}
\end{equation}

In the strong-inversion model, $\psi$ stays at its onset value once a channel exists. The gate charge, in units of $C_{ox}$, is then $V_{WL}-V_{FB}-2\phi_F-u$. Subtracting the acceptor part $\gamma\sqrt{2\phi_F+u}$ leaves
\begin{equation}
q_i(u)=V_{WL}-V_{on}(u)\quad\text{if positive, and zero otherwise.}
\end{equation}
The slope of $V_{on}$ is
\begin{equation}
n(u)=\frac{dV_{on}}{du}=1+\frac{\gamma}{2\sqrt{2\phi_F+u}}>1 ,
\end{equation}
so the channel is richest at the source and thins towards the drain. If it is absent at the source, it is absent everywhere. Let $V_P$ be the voltage at which $V_{on}(V_P)=V_{WL}$. There are two cases:
\begin{itemize}
\item If $V_P<V_{DD}$, the integral vanishes when the node reaches $V_P$, and charging stops there.
\item If $V_P\ge V_{DD}$, the integral is positive for every $V<V_{DD}$, and charging continues to $V_{DD}$.
\end{itemize}
The end point is the smaller of $V_P$ and $V_{DD}$. Because $V_{on}$ increases with $u$, the condition $V_P\ge V_{DD}$ is the same as
\begin{equation}
V_{WL}\ge V_{on}(V_{DD})=V_{DD}+V_T(V_{DD})\equiv V_{min}.
\label{result}
\end{equation}
The threshold belongs to the end of the write, when the source itself is at $V_{DD}$.

To find the end point below this limit, set $s=\sqrt{2\phi_F+V_P}$ in (\ref{onset}). Then $s^2+\gamma s=V_{WL}-V_{FB}$, and the positive root gives
\begin{equation}
V_P=\left[-\frac{\gamma}{2}+\sqrt{\frac{\gamma^2}{4}+V_{WL}-V_{FB}}\right]^2-2\phi_F .
\label{pinch}
\end{equation}

The capacitor does not appear in this end point. It enters through $C\,dV/dt=I$, where $C=dQ/dV$ is positive on the rising branch, so it sets the duration of the write.

The limit lies above the supply if $V_T(V_{DD})>0$. A transistor with a sufficiently negative $V_{T0}$ would escape it, but would conduct at zero word-line voltage with its source at zero, and so would need a negative word-line voltage to isolate an unselected cell. For $\gamma\to0$ at fixed $V_{T0}$, the boost reduces to $V_{T0}$.

\section*{Why some margin is useful}

Near the end, put $x=V_{DD}-V$ and $\Delta=V_{WL}-V_{min}$. To first order, $V_{on}(V_{DD}-x')=V_{on}(V_{DD})-nx'$ with $n$ taken at $V_{DD}$, so $q_i=\Delta+nx'$. Integrating from $x'=0$ to $x$, and using $dV=-dx$,
\begin{equation}
C\frac{dx}{dt}=-\beta\left(\Delta\,x+\frac{n}{2}x^2\right).
\end{equation}
For $\Delta=0$, dividing by $-x^2$ gives $d(1/x)/dt=\beta n/2C$. The remaining error then falls only as $1/t$ at late times:
\begin{equation}
\frac1x=\frac1{x_0}+\frac{\beta n}{2C}\,t .
\end{equation}
For $\Delta>0$ the linear term wins at small $x$, and the error decays exponentially with time constant $C/\beta\Delta$. At the limit the channel fades together with the voltage that drives the current; above it, a conducting channel remains.

\section*{Why the limit is soft}

Below onset the electron density is small, not zero, and diffusion still carries current. Gauss's law with the full field (\ref{field}) reads
\begin{equation}
V_{WL}-V_{FB}-\psi=\gamma\sqrt{\psi-\phi_t+\phi_te^{(\psi-2\phi_F-u)/\phi_t}} .
\label{surface}
\end{equation}
The mobile charge is the total minus the depletion part,
\begin{equation}
q_i=\gamma\left[\sqrt{\psi-\phi_t+\phi_te^{(\psi-2\phi_F-u)/\phi_t}}-\sqrt{\psi-\phi_t}\right].
\label{sheet}
\end{equation}
Used in (\ref{current}), these equations form the drift-diffusion model. It contains no imposed cut-off.

When $V$ exceeds $V_P$ by more than a few $\phi_t$, the exponential hardly affects (\ref{surface}). The gate then fixes $\psi\approx2\phi_F+V_P$, independently of $u$. Expanding the first root in (\ref{sheet}) gives
\begin{equation}
q_i\approx\frac{\gamma\phi_t}{2\sqrt{2\phi_F+V_P}}\,e^{-(u-V_P)/\phi_t}=(n-1)\phi_t\,e^{-(u-V_P)/\phi_t},
\end{equation}
with $n$ now taken at $V_P$. The term $-\phi_t$ under the root in (\ref{surface}) places $\psi$ higher by about $(n-1)\phi_t/n$, 4 mV in the example below; this raises $q_i$ by about 18\% and the node voltage by about 4 mV, and is neglected here. If $V$ is still several $\phi_t$ below $V_{DD}$, the upper limit of (\ref{current}) contributes little, and
\begin{equation}
C\frac{dV}{dt}=\beta(n-1)\phi_t^2\,e^{-(V-V_P)/\phi_t}.
\end{equation}
Separate the variables, treat $C$ as constant over a range $\phi_t$, and drop the early starting term. The result is
\begin{equation}
V(t)\approx V_P+\phi_t\ln\frac{\beta(n-1)\phi_t\,t}{C}.
\label{creep}
\end{equation}
Each tenfold increase in time adds about $\phi_t\ln10$, or 60 mV at 300 K. With unlimited time and no leakage the node would still reach $V_{DD}$. Condition (\ref{result}) is thus a practical limit for fast writes, not an absolute bar.

\section*{A hafnium-zirconium oxide cell}

The capacitor is a 10 nm film of area $0.10\ \mu\mathrm{m}^2$. Its rising branch is modelled as quasi-static, with polarization $P=P_s\tanh[(V-V_c)/w]$ plus a linear dielectric of relative permittivity 30. The values are $P_s=25$ and $P_r=20\ \mu\mathrm{C/cm^2}$, $V_c=1.00$ V and $w=0.910$ V, which makes $P(0)=-P_r$. The transistor has a 6.5 nm gate oxide, $N_A=3\times10^{17}\ \mathrm{cm^{-3}}$, $W=0.50\ \mu$m, $L=0.35\ \mu$m, $\mu=300\ \mathrm{cm^2/Vs}$ and $V_{T0}=0.50$ V. The supply is 2.50 V and the temperature 300 K.

These inputs give $2\phi_F=0.890$ V, $\gamma=0.594\ \mathrm{V^{1/2}}$, $V_{FB}=-0.951$ V and $\beta=228\ \mu\mathrm{A/V^2}$. From (\ref{body}),
\begin{align}
V_T(V_{DD})&=0.50+0.594\left(\sqrt{3.390}-\sqrt{0.890}\right)\nonumber\\
&=0.50+0.53=1.03\ \mathrm{V},\\
V_{min}&=2.50+1.03=3.53\ \mathrm{V}.
\end{align}
The body effect supplies about half of the boost. Numerical integration of Poisson's equation, with holes and electrons included, agreed with the threshold formula within 1 mV at source voltages of 0, 1.0 and 2.5 V.

For a word line at the supply, (\ref{pinch}) gives
\begin{equation}
V_P=\left[-0.297+\sqrt{0.088+3.451}\right]^2-0.890=1.62\ \mathrm{V}.
\end{equation}
The drift-diffusion model gives the following node voltages and polarizations after a 20 ns write, with the polarization following the node voltage instantly. Everything except $V_{WL}$ is held fixed.
\begin{center}
\begin{tabular}{cccc}
$V_{WL}$ (V) & $V_P$ (V) & node (V) & $P$ ($\mu$C/cm$^2$)\\
\hline
2.50 & 1.62 & 1.61 & 14.7\\
3.00 & 2.04 & 2.05 & 20.5\\
3.53 & 2.50 & 2.50 & 23.2\\
3.83 & 2.76 & 2.50 & 23.2
\end{tabular}
\end{center}

The column $P$ holds while the voltage is applied; less remains at zero volts. Scaling the falling branch through the turning point leaves roughly 11, 16, 18 and 18 $\mu\mathrm{C/cm^2}$ in the four rows. By the same scaling, cycling at $\pm2.5$ V starts the write from about $-18.5\ \mu\mathrm{C/cm^2}$ rather than the $-P_r$ assumed here. In the first row the capacitor's field is 1.61 MV/cm instead of 2.50 MV/cm. The second row uses $V_{DD}+V_{T0}$, which ignores the body effect, and leaves the node 0.45 V short. In the last row $V_P$ exceeds the supply, but the node stops at $V_{DD}$ because no voltage remains along the channel.

The last two rows differ in speed. The node comes within 10 mV of the supply after 10 ns at the minimum and after 0.7 ns with 0.3 V more. The strong-inversion formulas show the reason. With $C=6.44$ fF and $n=1.16$ at $V_{DD}$, going from 20 to 10 mV below the supply takes
\begin{align}
\Delta=0:&\quad \frac{2C}{\beta n}\left(\frac1{0.01\,\mathrm V}-\frac1{0.02\,\mathrm V}\right)\approx2.4\ \mathrm{ns},\\
\Delta=0.3\ \mathrm V:&\quad \frac{C}{\beta\Delta}\ln2\approx0.065\ \mathrm{ns}.
\end{align}
Both times are only estimates; the drift-diffusion model gives 3.7 and 0.10 ns. For $\Delta=0.3$ V the surface potential rises above its onset value, so $q_i$ at the drain end is 0.19 V rather than 0.3 V. For $\Delta=0$ the errors are smaller than $\phi_t=26$ mV, where strong inversion is a poor description. In the drift-diffusion model, $q_i$ at the drain end is about $(n-1)\phi_t=4$ mV when $\Delta=0$, and the final decay is exponential with the slow time constant $C/(\beta\times4\ \mathrm{mV})\approx7$ ns.

At $V_{WL}=V_{DD}$ the node creeps to 1.73 V after 1 $\mu$s, in agreement with (\ref{creep}) when $C$ is evaluated at the node voltage reached. From 10 to 100 $\mu$s it gains 62 mV, slightly more than $\phi_t\ln10$. The sign of the excess follows from (\ref{creep}), since $C$ falls as $V$ rises beyond $V_c$. Without leakage, coming within 10 mV of the supply would take $3.6\times10^6$ s, about six weeks. With an assumed constant ferroelectric leakage of $10^{-6}\ \mathrm{A/cm^2}$, the creep stops at about 2.07 V, after some tenths of a second; each tenfold increase in leakage lowers this level by about 60 mV.

The softness can also be expressed as the word-line voltage that brings the node within 10 mV of $V_{DD}$. It is 3.64 V for 2 ns, 3.51 V for 20 ns and 3.29 V for 20 $\mu$s. For an instantly switching film, the derived 3.53 V therefore marks the range of about ten nanoseconds for this cell and this tolerance; a much longer pulse permits a lower voltage. So does a wider tolerance: a node 100 mV short of the supply already gives 98\% of the final polarization on this branch and needs only 3.42 V for 10 ns.

\section*{Why the low level is easier}

To write the opposite state, the plate is raised to $V_{DD}$ and the bit line held at zero. Suppose the node first follows the plate to $V_{DD}$. The lower terminal is now the bit line, so the source stays at zero and its threshold stays at $V_{T0}$. As the node approaches zero, the current becomes $\beta(V_{WL}-V_{T0})V$ in strong inversion, and its conductance does not fade. With the word line at only 2.50 V, the drift-diffusion model brings the node to 10 mV in 0.24 ns. The boost is needed because a high level is passed through an n-channel device.

\section*{How far the model carries over to a real cell}

The film thickness, polarization, coercive field and permittivity are rough typical values for hafnium-zirconium oxide, and the transistor resembles a thick-oxide silicon device. The supply is high compared with that of modern logic and gives the film 2.5 times its coercive field; breakdown and endurance of the film at this field are not examined.

For the minimum voltage, most corrections sized here are tens of millivolts; the isolation edge can give more. The channel of 0.35 $\mu$m is not long compared with the junction depletion widths of about 0.12 $\mu$m at 2.5 V; charge sharing with source and drain weakens the body effect, and for uniform doping and junction depths of 0.06 to 0.15 $\mu$m it lowers the minimum by roughly 35 to 85 mV at fixed $V_{T0}$. Non-uniform doping is not covered. The width of 0.50 $\mu$m is not large either, and its effect depends on the isolation: at fixed $V_{T0}$ and fixed width-averaged channel density, an idealized sharp-cornered trench under a flat gate lowers the minimum by roughly 170 mV, while a tapered field oxide without channel-stop doping raises it by about 15 mV. For an $n^+$ polysilicon gate, a rough silicon band-gap model shifts the minimum by $+48$ mV at 233 K and $-44$ mV at 358 K; another fit of the gap and intrinsic density makes both about 5 mV smaller. Depletion of such a gate raises the minimum at fixed $V_{T0}$ by about $N_AV_{DD}/N_{poly}$, which is 7 mV for an active doping of $10^{20}\ \mathrm{cm^{-3}}$ and 37 mV for $2\times10^{19}\ \mathrm{cm^{-3}}$. Quantum confinement, estimated for a triangular well with silicon's anisotropic masses, raises the threshold by 63 mV with the source at zero and 95 mV with it at $V_{DD}$. If $V_{T0}$ is a measured value, it already contains the first shift, and the minimum rises by the difference, about 30 mV. A measured value must also be matched to the definition used here: for this transistor a threshold extrapolated from the steepest part of the transfer curve lies roughly 35 to 75 mV above the onset $n_e=N_A$ when the mobility falls as $1/(1+\theta q_i)$ with $\theta$ from 0.8 down to $0.1\ \mathrm{V^{-1}}$, and higher for weaker degradation, so an extrapolated 0.50 V corresponds to a minimum of 3.46 to 3.50 V before the other corrections. At the end of the write the channel holds $1.4\times10^{10}$ electrons per $\mathrm{cm^2}$, far below the degeneracy scale of $4\times10^{12}\ \mathrm{cm^{-2}}$, so Boltzmann statistics are adequate there.

The times are less secure. The mobility is held constant, and only the film loads the node; adding the channel charge, an assumed junction capacitance of about 0.3 fF and an overlap of 0.15 fF lengthens the 10 ns and 0.7 ns by about 10\% and raises the word-line voltages needed for 2 and 20 ns by at most 10 mV. At the start, $\mu V_{DD}/L$ is $2\times10^7$ cm/s, about twice the rough saturation velocity of electrons in silicon, so the early current is overestimated; a simple velocity-saturation correction lengthens 0.7 ns to about 0.9 ns and 0.24 ns to about 0.4 ns, and hardly changes the 10 ns. The ferroelectric also needs time to switch. A Merz law $t_0e^{E_a/E}$ with rough assumed values $t_0=0.1$ ns and $E_a=10$ MV/cm gives 5.5 ns at 2.50 V, but 49 ns at the voltage reached with an unboosted word line. The table and the times above hold only for instantaneous switching. A delayed switching current must still pass the weak channel at the end of the write, so it holds the node down as well. If the polarization relaxes towards the branch with this delay, the node needs about 50 ns instead of 10 ns to come within 10 mV of the supply at 3.53 V, and about 17 ns instead of 0.7 ns at 3.83 V. After 20 ns the polarization is then about 20 $\mu\mathrm{C/cm^2}$ at 3.53 V, about 5 at 3.00 V, and still negative, about $-12$, without boost. These figures depend strongly on the assumed $t_0$ and $E_a$.

The boost also stresses the gate oxide. At the start of the write, with $V_{WL}=3.53$ V and the node at zero, the oxide field at the node end of the channel is 5.25 MV/cm, against 1.7 MV/cm at the bit-line end; gate depletion is neglected. For a barrier of 3.1 eV and a tunnelling mass of 0.42 electron masses, the Fowler--Nordheim current is about $3\times10^{-13}\ \mathrm{A/cm^2}$, negligible for charging the node. The node end of the channel is degenerate at this moment, with about $9\times10^{12}$ electrons per $\mathrm{cm^2}$, so the true field is some 5 to 8\% lower. That alone would cut the current tenfold or more, but the electrons occupy subbands about 0.2 eV above the band edge and see a lower barrier, which can raise it to about $10^{-11}\ \mathrm{A/cm^2}$. The estimate is thus uncertain by one to two orders of magnitude in either direction, and the current stays negligible for the node. Long-term oxide wear is a separate limit that this estimate does not settle. A cell on the same word line that is written low sees this field along the whole channel for most of the pulse, and about 5.7 MV/cm with 0.3 V of margin. When the word line falls, an assumed overlap capacitance of 0.15 fF can pull the node down by at most 0.19 V from 3.53 V in a capacitive-divider estimate; with 0.3 V of margin, and half the channel charge added, the figure is about 0.23 V. This happens after the write and does not change its minimum voltage.

A designer using this transistor for nanosecond writes would thus start from 3.53 V, correct it with the body effect measured on the actual length, width and isolation, add margin for speed, temperature and threshold spread, and check the oxide at the resulting voltage. The remaining computed values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
supply 2.50 V; zero-bias threshold 0.50 V; T 300 K
gate oxide 6.5 nm; doping 3.0e+17 cm^-3
intrinsic density 1.0e+10 cm^-3
W 0.50 um; L 0.35 um; mobility 300 cm2/Vs
ferroelectric 10 nm; area 0.10 um2; eps_r 30
P_r 20, P_s 25 uC/cm2; V_c 1.00 V; branch width 0.910 V
C_ox 0.531 uF/cm2; beta 227.7 uA/V2
2phiF 0.890 V; gamma 0.594 V^0.5; V_FB -0.951 V
thermal voltage 25.85 mV
threshold with source at VDD 1.033 V
body-effect part 0.533 V
minimum word-line voltage 3.533 V
charge delivered for 0 to VDD 49.9 fC
start current: full 749 uA, strong inv. 847 uA
V_WL 2.500 V: V_P 1.619 V, node at 20 ns 1.614 V
  field 1.61 MV/cm, P 14.7 uC/cm2, to VDD-10 mV 3.63e+06 s
V_WL 3.000 V: V_P 2.043 V, node at 20 ns 2.053 V
  field 2.05 MV/cm, P 20.5 uC/cm2, to VDD-10 mV 3.03e-01 s
V_WL 3.533 V: V_P 2.500 V, node at 20 ns 2.498 V
  field 2.50 MV/cm, P 23.2 uC/cm2, to VDD-10 mV 1.04e-08 s
V_WL 3.833 V: V_P 2.759 V, node at 20 ns 2.500 V
  field 2.50 MV/cm, P 23.2 uC/cm2, to VDD-10 mV 7.23e-10 s
node at 1 us, V_WL=VDD: 1.729 V; formula 1.726 V
creep from 10 to 100 us 61.6 mV; phi_t ln10 59.5 mV
V_WL needed for VDD-10 mV in 2 ns 3.638 V
V_WL needed in 20 ns 3.508 V; in 20 us 3.293 V
node capacitance at VDD 6.44 fF; slope factor n 1.161
20 to 10 mV, strong inv.: at minimum 2.48 ns
20 to 10 mV, strong inv.: 0.3 V margin 0.065 ns
low level to 10 mV with V_WL=VDD 0.24 ns
gate-oxide field at start 5.25 MV/cm
Fowler-Nordheim current there 3.2e-13 A/cm2
assumed ferroelectric leakage 1e-06 A/cm2
leakage stalls node at 2.067 V for V_WL=VDD
Merz inputs: 0.1 ns, 10 MV/cm
Merz delay: VDD 5.5 ns, V_WL=VDD case 49 ns
mobility*VDD/L at start 2.1e+07 cm/s
overlap 0.15 fF: node drop at word-line fall <= 0.19 V
minimum shifts +48 mV at 233 K, -44 mV at 358 K
confinement raises threshold 63 mV (source 0), 95 mV (VDD)
end sheet density 1.4e+10 cm^-2; degeneracy scale 4.1e+12 cm^-2
\end{verbatim}
